# Why a transfer-length plot keeps the quantum resistance at zero length: a numerical check

```python
# Result under test: a channel with M modes, incoherent scatterers and two
# contacts of transmission Tc has the two-terminal resistance
#     R(L) = Rq * (1 + 2*(1-Tc)/Tc + L/lam),   Rq = h/(2 e^2 M),
# so the zero-length intercept is Rq for reflectionless contacts (Tc = 1).
# lam: backscattering length; mfp: mean free path for isotropic scattering;
# Rq is used as resistance times width. SI units inside, others when printed.
import numpy as np
from scipy.constants import e, h, hbar, k as kB
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.special import spence

rng = np.random.default_rng(7)

# ---------- example inputs (rough values, doped graphene on an oxide) -------
density = 5e16            # m^-2
mobility = 0.5            # m^2/Vs
velocity = 1e6            # m/s
temperature = 300.0       # K
bias = 10e-3              # V
contact_T = 0.8
lengths = np.array([250., 500., 1000., 2000.]) * 1e-9


def quantum_resistance_width(n):
    """h/(2e^2) divided by modes per width, two valleys."""
    return h / (2 * e**2) / (2 * np.sqrt(np.pi * n) / np.pi)


kF = np.sqrt(np.pi * density)
EF = hbar * velocity * kF
modes_per_width = 2 * kF / np.pi
Rq = quantum_resistance_width(density)
Rs = 1 / (density * e * mobility)
lam = Rq / Rs
mfp = 2 * lam / np.pi

# Mode count by explicit enumeration of transverse wave numbers.
strip = 20e-6
j = np.arange(-20000, 20001)
counted = 2 * np.sum(np.abs(2 * np.pi * j / strip) < kF)
assert abs(counted / (modes_per_width * strip) - 1) < 2e-3

# Ballistic conductance from velocities of the half circle of carriers.
dos = 2 * EF / (np.pi * (hbar * velocity)**2)
half_flux = quad(lambda a: velocity * np.cos(a) / (2 * np.pi),
                 -np.pi / 2, np.pi / 2)[0]
assert abs(e**2 * dos * half_flux * Rq - 1) < 1e-9
# Boltzmann conductivity with the mean free path gives the sheet resistance.
mean_vx2 = quad(lambda a: (velocity * np.cos(a))**2 / (2 * np.pi),
                0, 2 * np.pi)[0]
assert abs(e**2 * dos * mean_vx2 * (mfp / velocity) * Rs - 1) < 1e-9


# ---------- incoherent chain solved as a linear network of fluxes -----------
def solve_chain(trans):
    """Occupations of right and left movers between successive scatterers."""
    N = len(trans)
    A = np.eye(2 * N + 2)
    b = np.zeros(2 * N + 2)
    b[0] = 1.0                       # left reservoir full, right one empty
    for i, t in enumerate(trans):
        right_in, right_out = i, i + 1
        left_out, left_in = N + 1 + i, N + 2 + i
        A[right_out, right_in] -= t
        A[right_out, left_in] -= 1 - t
        A[left_out, right_in] -= 1 - t
        A[left_out, left_in] -= t
    f = np.linalg.solve(A, b)
    return f[:N + 1], f[N + 1:]


some = np.array([0.9, 0.35, 0.7, 0.55, 0.98])
fr, fl = solve_chain(some)
assert abs(1 / fr[-1] - 1 - np.sum((1 - some) / some)) < 1e-10
mean_occ = (fr + fl) / 2
assert np.allclose(-np.diff(mean_occ) / fr[-1], (1 - some) / some)

# Thin slices: voltage division, contact part independent of length.
for L in (250e-9, 1000e-9):
    slices = 800
    fr, fl = solve_chain(np.full(slices, 1 - L / lam / slices))
    T = fr[-1]
    assert abs(T / (lam / (lam + L)) - 1) < 0.01
    left_drop = 1 - (fr[0] + fl[0]) / 2
    right_drop = (fr[-1] + fl[-1]) / 2
    assert abs(left_drop / T - 0.5) < 1e-8
    assert abs(right_drop / T - 0.5) < 1e-8
    assert np.allclose(fr - fl, T)

# Contacts with barriers at both ends, zero channel length and finite length.
barrier_factor = 1 / solve_chain([contact_T, contact_T])[0][-1]
assert abs(barrier_factor - 1 - 2 * (1 - contact_T) / contact_T) < 1e-10
inner = np.full(800, 1 - 1000e-9 / lam / 800)
full = 1 / solve_chain(np.r_[contact_T, inner, contact_T])[0][-1]
assert abs(full / (barrier_factor + 1000e-9 / lam) - 1) < 0.01

# ---------- coherent scatterers ---------------------------------------------


def coherent_transmission(trans, phases):
    """Transfer matrices; phases has shape (samples, gaps)."""
    a = np.ones(len(phases), complex)
    b = np.zeros(len(phases), complex)
    for i, t in enumerate(trans):
        if i:
            a = a * np.exp(1j * phases[:, i - 1])
            b = b * np.exp(-1j * phases[:, i - 1])
        c, s = 1 / np.sqrt(t), np.sqrt((1 - t) / t)
        a, b = c * a + s * b, s * a + c * b
    return 1 / np.abs(a)**2


grid = np.linspace(0, 2 * np.pi, 2000, endpoint=False)[:, None]
pair = coherent_transmission([0.6, 0.3], grid).mean()
assert abs(pair - solve_chain([0.6, 0.3])[0][-1]) < 1e-10
chain10 = np.full(10, 0.8)
samples = coherent_transmission(chain10, rng.uniform(0, 2*np.pi, (40000, 9)))
coherent_typical = np.exp(-np.log(samples).mean())
incoherent10 = 1 / solve_chain(chain10)[0][-1]
assert abs(np.log(coherent_typical) + 10 * np.log(0.8)) < 0.06
assert coherent_typical > 2 * incoherent10


# ---------- random walk with reflectionless ends ----------------------------
def walk_transmission(L, walkers=1000000):
    x = np.zeros(walkers)
    direction = 1.0
    passed = 0
    while x.size:
        x = x + direction * rng.exponential(lam, x.size)
        passed += np.count_nonzero(x >= L)
        x = x[(x > 0) & (x < L)]
        direction = -direction       # all survivors turn round together
    return passed / walkers


walk_T = np.array([walk_transmission(L) for L in lengths])
assert np.all(np.abs(walk_T - lam / (lam + lengths)) < 0.003)
walk_slope, walk_intercept = np.polyfit(lengths, Rq / walk_T, 1)
assert abs(walk_intercept / Rq - 1) < 0.06
assert abs(walk_slope / Rs - 1) < 0.02


# ---------- angle-resolved addition of layers (isotropic scattering) --------
def angular_inverse_T(nodes, doublings_after):
    """1/T at 250 nm times successive powers of two."""
    z, w = np.polynomial.legendre.leggauss(nodes)
    cosine, w = np.cos((z + 1) * np.pi / 4), w / 2
    inject = w * cosine / np.sum(w * cosine)
    thin = lengths[0] / 2**20
    hit = thin / (mfp * cosine)
    r = np.outer(hit, w) / 2
    t = np.eye(nodes) - np.diag(hit) + r
    out = []
    for step in range(20 + doublings_after + 1):
        if step >= 20:
            out.append(1 / np.sum(inject @ t))
        middle = np.linalg.solve(np.eye(nodes) - r @ r, t)
        t, r = t @ middle, r + t @ r @ middle
    return np.array(out)


angular = angular_inverse_T(24, 6)
angular_L = lengths[0] * 2.0**np.arange(7)
slope_ratio = (angular[6] - angular[5]) * lam / (angular_L[6] - angular_L[5])
assert abs(slope_ratio - 1) < 2e-3
angular_long = angular[5] - angular_L[5] / lam
coarse = angular_inverse_T(12, 6)
assert abs(coarse[5] - angular[5]) < 5e-3
assert 1.0 < angular_long < 1.1
angular_fit = np.polyfit(lengths, Rq * angular[:4], 1)[1]
assert abs(angular_fit / Rq - 1) < 0.1


# ---------- finite temperature at fixed net density -------------------------
def thermal(Tk):
    """Chemical potential, energies and normalised mode weights, Rq(T)."""
    kT = kB * Tk
    E = np.linspace(0, EF + 45 * kT, 40001)

    def fermi(u):
        return 0.5 * (1 - np.tanh(u / (2 * kT)))

    def excess(ratio):
        mu = ratio * EF
        occ = fermi(E - mu) - fermi(E + mu)
        return trapezoid(2*E/(np.pi*(hbar*velocity)**2)*occ, E)/density - 1
    # Dimensionless unknown: the solver's tolerance is an absolute one.
    mu = EF * brentq(excess, 0.3, 1.2)
    # Closed form of the net density; spence(1+x) is the dilogarithm of -x.
    hole_tail = 4 * kT**2 * spence(1 + np.exp(-mu / kT))
    closed = np.sqrt(EF**2 - (np.pi * kT)**2 / 3 - hole_tail)
    assert abs(mu / closed - 1) < 1e-5
    E = np.linspace(mu - 40 * kT, mu + 40 * kT, 40001)
    weight = np.abs(E) / (4 * kT * np.cosh((E - mu) / (2 * kT))**2)
    total = trapezoid(weight, E)
    return mu, E, weight / total, Rq * EF / total


mu300, E, weight, Rq300 = thermal(temperature)
Rq400 = thermal(400.0)[3]
# Length proportional to energy, scaled to keep the same sheet resistance.
lam_E = np.abs(E)
lam_E = lam_E * (Rq300 / Rs) / trapezoid(weight * lam_E, E)


def energy_resistance(L):
    return Rq300 / trapezoid(weight * lam_E / (L + lam_E), E)


spread = trapezoid(weight * lam_E**2, E) / trapezoid(weight * lam_E, E)**2
far = 1000 * lam
assert abs((energy_resistance(far) - Rs * far) / Rq300 - spread) < 2e-3
assert spread > 1
assert abs(energy_resistance(1e-14) / Rq300 - 1) < 1e-4
energy_fit = np.polyfit(lengths, [energy_resistance(L) for L in lengths], 1)[1]

# ---------- reading error ---------------------------------------------------
R_model = Rq + Rs * lengths
fit_row = np.linalg.pinv(np.c_[np.ones(4), lengths])[0]
reading_error = np.sqrt(np.sum((fit_row * 0.01 * R_model)**2))
noisy = R_model * (1 + 0.01 * rng.standard_normal((20000, 4)))
scatter = np.polyfit(lengths, noisy.T, 1)[1].std()
assert abs(scatter / reading_error - 1) < 0.03

# ---------- output ----------------------------------------------------------
um, nm = 1e6, 1e9
T1000 = lam / (lam + 1000e-9)
LT = lam / 2


def show(label, value, unit, fmt=".2f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("carrier density", density * 1e-4, "cm^-2", ".1e")
show("mobility", mobility * 1e4, "cm2/Vs", ".0f")
show("band velocity", velocity, "m/s", ".1e")
show("temperature", temperature, "K", ".0f")
show("h/(2e^2)", h / (2 * e**2), "ohm", ".1f")
show("Fermi wave number", kF * 1e-9, "1/nm", ".4f")
show("Fermi energy", EF / e, "eV", ".4f")
show("thermal energy at 300 K", kB * temperature / e, "eV", ".4f")
show("modes per width", modes_per_width * 1e-6, "1/um", ".1f")
show("Rq times width", Rq * um, "ohm um")
show("half of it, per contact", Rq * um / 2, "ohm um")
show("sheet resistance", Rs, "ohm per square", ".1f")
show("backscattering length", lam * nm, "nm", ".1f")
show("mean free path", mfp * nm, "nm", ".1f")
for L, R, Tw in zip(lengths, R_model, walk_T):
    print(f"L={L*nm:.0f} nm: T={lam/(lam+L):.4f}, walk T={Tw:.4f}, "
          f"RW={R*um:.1f} ohm um")
show("random-walk plot intercept", walk_intercept * um, "ohm um", ".1f")
show("random-walk plot slope", walk_slope, "ohm per square", ".1f")
show("bias", bias * 1e3, "mV", ".0f")
show("drop at each contact, 1000 nm", bias * T1000 / 2 * 1e3, "mV", ".3f")
show("drop inside channel, 1000 nm", bias * (1 - T1000) * 1e3, "mV", ".3f")
show("apparent transfer length", LT * nm, "nm", ".1f")
show("apparent contact resistivity", Rs * LT**2 * 1e4, "ohm cm2", ".2e")
show("contact transmission, barrier case", contact_T, "", ".1f")
show("intercept with barriers", barrier_factor * Rq * um, "ohm um")
show("one such contact alone", Rq / contact_T * um, "ohm um")
show("two alone, wrongly summed", 2 * Rq / contact_T * um, "ohm um")
show("phase-averaged pair T (0.6, 0.3)", pair, "", ".4f")
show("ten scatterers T=0.8, incoherent 1/T", incoherent10, "", ".3f")
show("same, coherent typical 1/T", coherent_typical, "", ".2f")
show("chemical potential at 300 K", mu300 / e, "eV", ".4f")
show("Rq times width at 300 K", Rq300 * um, "ohm um")
show("Rq times width at 400 K", Rq400 * um, "ohm um")
show("energy-dependent length, <l^2>/<l>^2", spread, "", ".4f")
show("same, long-channel intercept", spread * Rq300 * um, "ohm um")
show("same, intercept fitted 250-2000 nm", energy_fit * um, "ohm um")
show("angular, long-channel intercept/Rq", angular_long, "", ".4f")
show("angular, intercept fitted 250-2000 nm", angular_fit * um, "ohm um")
show("Rq times width, density 20% lower",
     quantum_resistance_width(0.8 * density) * um, "ohm um")
show("intercept error from 1% readings", reading_error * um, "ohm um")
print("every check passed")
```

Running it gives:

```
carrier density: 5.0e+12 cm^-2
mobility: 5000 cm2/Vs
band velocity: 1.0e+06 m/s
temperature: 300 K
h/(2e^2): 12906.4 ohm
Fermi wave number: 0.3963 1/nm
Fermi energy: 0.2609 eV
thermal energy at 300 K: 0.0259 eV
modes per width: 252.3 1/um
Rq times width: 51.15 ohm um
half of it, per contact: 25.58 ohm um
sheet resistance: 249.7 ohm per square
backscattering length: 204.9 nm
mean free path: 130.4 nm
L=250 nm: T=0.4504, walk T=0.4512, RW=113.6 ohm um
L=500 nm: T=0.2907, walk T=0.2908, RW=176.0 ohm um
L=1000 nm: T=0.1700, walk T=0.1700, RW=300.8 ohm um
L=2000 nm: T=0.0929, walk T=0.0927, RW=550.5 ohm um
random-walk plot intercept: 50.6 ohm um
random-walk plot slope: 250.5 ohm per square
bias: 10 mV
drop at each contact, 1000 nm: 0.850 mV
drop inside channel, 1000 nm: 8.300 mV
apparent transfer length: 102.4 nm
apparent contact resistivity: 2.62e-08 ohm cm2
contact transmission, barrier case: 0.8
intercept with barriers: 76.73 ohm um
one such contact alone: 63.94 ohm um
two alone, wrongly summed: 127.88 ohm um
phase-averaged pair T (0.6, 0.3): 0.2500
ten scatterers T=0.8, incoherent 1/T: 3.500
same, coherent typical 1/T: 9.17
chemical potential at 300 K: 0.2566 eV
Rq times width at 300 K: 52.00 ohm um
Rq times width at 400 K: 52.68 ohm um
energy-dependent length, <l^2>/<l>^2: 1.0302
same, long-channel intercept: 53.57 ohm um
same, intercept fitted 250-2000 nm: 52.91 ohm um
angular, long-channel intercept/Rq: 1.0419
angular, intercept fitted 250-2000 nm: 53.25 ohm um
Rq times width, density 20% lower: 57.19 ohm um
intercept error from 1% readings: 2.10 ohm um
every check passed
```
